# Curvature-Dependent Oxidation of Cylinders Before Viscous Stress Is Included, part 2

How does curvature alone, without stress, change the oxidation of a long circular cylinder? In the convex case oxide surrounds a crystal core and the gas is outside; in the concave case oxide lines a hole in the crystal and the gas is inside. Lengths are in micrometres and times in hours.

The crystal/oxide interface has radius $a$ and moves into the crystal with speed $v>0$, so $\dot a=-\sigma v$, where $\sigma=+1$ for convex and $\sigma=-1$ for concave. The gas/oxide surface has radius $b=a+\sigma x$, where $x$ is the oxide thickness. The oxidant concentration at the interface is $C(a)$, and $C^*$ is its value in equilibrium with the gas. The diffusivity $D$, reaction constant $k$, surface transfer constant $h$, bound oxidant per oxide volume $N$ and oxide/crystal volume ratio $\gamma>1$ are constant.

The model is quasi-steady: storage, oxide flow and the carry-off of dissolved oxidant are neglected as corrections of order $C^*/N$.

With $v_0=kC^*/(\gamma N)$, $s=kx/D$, $\eta=k/h$ and $y=\sigma x/a$, the planar rates are

$$
v_{\rm pl}=\frac{v_0}{1+s+\eta},\qquad
\left(\frac{dx}{dt}\right)_{\rm pl}
=\gamma v_{\rm pl}=\frac{kC^*/N}{1+s+\eta}. \tag{11}
$$

They integrate to the linear-parabolic law

$$
\frac{x^2}{2DC^*/N}+\frac{x}{(kC^*/N)/(1+\eta)}=t .
$$

At equal thickness the interface speeds are ordered convex, planar, concave, from fastest to slowest. For weak curvature,

$$
\frac v{v_{\rm pl}}=1+c_vy+O(y^2),\qquad
c_v=\frac{s/2+\eta}{1+s+\eta}. \tag{13}
$$

$$
\frac{dx/dt}{(dx/dt)_{\rm pl}}=1+c_xy+O(y^2),\qquad
c_x=c_v-\frac{\gamma-1}{\gamma}. \tag{14}
$$

The coefficient $c_x$ is positive only when

$$
\eta>\gamma-1+s\left(\frac\gamma2-1\right). \tag{15}
$$

The example uses $D=250\ \mu{\rm m}^2/{\rm h}$, $k=2500\ \mu{\rm m}/{\rm h}$, $h=250000\ \mu{\rm m}/{\rm h}$, $C^*/N=0.001$ and $\gamma=2.25$, hence $v_0=1.111\ \mu{\rm m}/{\rm h}$ and $\eta=0.01$. Its equal-thickness comparison has $a=0.50\ \mu$m and $x=0.10\ \mu$m, so $s=1$.

## Finite curvature, elapsed time and the end of growth

The symbols carried over are the interface radius $a$, the gas-surface radius $b$, the bare starting radius $a_0$, the thickness $x=|b-a|$ and the shape sign $\sigma$, which is $+1$ for convex and $-1$ for concave. The oxidant has diffusivity $D$, reaction constant $k$, surface transfer constant $h$ and equilibrium concentration $C^*$; $N$ is the bound oxidant per oxide volume and $\gamma$ the oxide/crystal volume ratio. With $v_0=kC^*/(\gamma N)$ and $\eta=k/h$, the first half gave

$$
v=\frac{v_0}{1+\eta a/b+(ka/D)|\ln(b/a)|},\qquad
b^2=\gamma a_0^2-(\gamma-1)a^2, \tag{16}
$$

and $dx/dt=v[1+(\gamma-1)a/b]$. At equal thickness, with $s=kx/D$ and $y=\sigma x/a$, the ratio of the curved to the planar thickness rate is

$$
R=\frac{(1+s+\eta)G}{1+sL+\eta P}, \tag{17}
$$

where $G=(\gamma+y)/[\gamma(1+y)]$, $L=\ln(1+y)/y$ and $P=1/(1+y)$.

The weak-curvature result leaves open what happens when the oxide is as thick as the core radius. Since the denominator of equation (17) is positive, $R>1$ means $(1+s+\eta)G>1+sL+\eta P$, or

$$
s(G-L)>1-G-\eta(G-P).
$$

The two differences on the right follow from the definitions:

$$
1-G=\frac{(\gamma-1)y}{\gamma(1+y)},\qquad
G-P=\frac{\gamma+y-\gamma}{\gamma(1+y)}=\frac{y}{\gamma(1+y)} .
$$

The condition for a curved oxide to thicken faster than a flat one is therefore

$$
s(G-L)>\frac{(\gamma-1-\eta)\,y}{\gamma(1+y)}. \tag{18}
$$

Take first the concave case, with $y=-q$ and $0<q<1$, and let $\gamma\ge2$ and $\eta<\gamma-1$. The right side of (18) is then negative. The sign of $G-L$ is found by multiplying it by the positive quantity $\gamma q(1-q)$, which gives

$$
F(q)=q(\gamma-q)+\gamma(1-q)\ln(1-q).
$$

This function vanishes at $q=0$. Its derivative is

$$
F'(q)=\gamma-2q-\gamma\ln(1-q)-\gamma=-2q-\gamma\ln(1-q).
$$

Because $-\ln(1-q)>q$, one has $F'(q)>(\gamma-2)q\ge0$. Hence $F>0$ and $G>L$. The left side of (18) is positive and the right side negative, so the concave oxide thickens faster than a planar oxide of equal thickness throughout $0<q<1$.

For a convex core, $y>0$, the right side of (18) is positive under the same condition on $\eta$. Multiplying $G-L$ by $\gamma y(1+y)$ gives

$$
E(y)=y(\gamma+y)-\gamma(1+y)\ln(1+y),
$$

with derivatives

$$
E'(y)=2y-\gamma\ln(1+y),\qquad
E''(y)=2-\frac{\gamma}{1+y}.
$$

Let $\gamma>2$. Then $E''$ is negative up to $y=\gamma/2-1$ and positive beyond. Since $E'(0)=0$, the derivative $E'$ first becomes negative, reaches a minimum and then rises without bound, crossing zero once. As $E(0)=0$, the function $E$ first falls below zero and then rises through it at a single positive value $y^*$. Up to $y^*$ the left side of (18) is not positive, and the convex oxide thickens more slowly than the planar one for every value of $s$. Beyond $y^*$ it thickens faster if $s$ is large enough. In the limit $\eta\to0$ the requirement is

$$
s>\frac{1-G}{G-L}. \tag{19}
$$

For $\gamma=2.25$ the root is $y^*=0.397$. At $y=1$, where the oxide is as thick as the remaining core radius, (19) requires $s>9.55$. For this $\gamma$ the convex reversal thus needs $y>0.397$ together with a sufficiently large $s$. The requirement on $s$ is weaker when the core is much smaller than the oxide thickness: as $y\to\infty$, $G\to1/\gamma$ and $L\to0$, so the right side of (19) tends to $\gamma-1=1.25$. The physical reason is a competition between two effects. Spreading of the oxide lowers the thickness gained per consumed crystal, but $G$ never falls below $1/\gamma$. The diffusion factor $L$, by contrast, tends to zero as the core becomes small compared with the oxide.

The interface speed needs no such distinctions, and its ordering also holds at equal consumed depth. Let $z=|a_0-a|$. A planar surface that has lost a depth $z$ carries an oxide of thickness $\gamma z$, so its denominator is $1+\eta+k\gamma z/D$. For a convex core, $\ln(b/a)<b/a-1$ gives

$$
a\ln\frac ba<b-a=z+(b-a_0).
$$

The area relation in (16) gives $b^2-a_0^2=(\gamma-1)(a_0^2-a^2)$. Factoring both differences of squares yields

$$
b-a_0=(\gamma-1)z\,\frac{a_0+a}{b+a_0}<(\gamma-1)z,
$$

because $a<b$. Thus $a\ln(b/a)<\gamma z$. The surface-transfer term is also smaller than in the planar case, since $a/b<1$. The convex speed is therefore larger.

For a hole, $\ln(a/b)>1-b/a$ gives

$$
a\ln\frac ab>a-b=z+(a_0-b),
$$

and the area relation gives

$$
a_0-b=(\gamma-1)z\,\frac{a+a_0}{a_0+b}>(\gamma-1)z,
$$

because now $a>b$. Both transport terms exceed their planar values, and the concave speed is smaller. The time needed to reach a depth is the integral of $dz/v(z)$. The convex core consequently reaches every given depth first and the concave wall last, as long as the core and the hole still exist. At equal time the consumed depth is ordered convex, planar, concave, from deepest to shallowest.

The elapsed time can be found in closed form. Since $\dot a=-\sigma v$, integration from the current radius to the initial one gives

$$
t=\frac{\sigma}{v_0}\int_a^{a_0}
\left[1+\eta\frac{a'}{b'}+\sigma\frac{ka'}{D}\ln\frac{b'}{a'}\right]da', \tag{20}
$$

where $b'$ is the gas-surface radius belonging to $a'$. The first term contributes $\sigma(a_0-a)=z$. For the second, the area relation gives $a'da'=-b'db'/(\gamma-1)$, so

$$
\int_a^{a_0}\frac{a'}{b'}\,da'
=-\frac1{\gamma-1}\int_b^{a_0}db'
=\frac{b-a_0}{\gamma-1}.
$$

The prefactor $\sigma$ turns $b-a_0$ into $|b-a_0|$. In the third term $\sigma^2=1$, and the integral required is

$$
I=\int_a^{a_0}a'\ln\frac{b'}{a_0}\,da'
-\int_a^{a_0}a'\ln\frac{a'}{a_0}\,da' .
$$

Both parts use the antiderivative

$$
\int q\ln\frac q{a_0}\,dq=\frac{q^2}{2}\ln\frac q{a_0}-\frac{q^2}{4}.
$$

In the first part the variable is changed from $a'$ to $b'$, which gives

$$
\frac1{\gamma-1}\int_{a_0}^{b}b'\ln\frac{b'}{a_0}\,db'
=\frac1{\gamma-1}\left[\frac{b^2}{2}\ln\frac b{a_0}-\frac{b^2-a_0^2}{4}\right].
$$

The second part, including its minus sign, is

$$
\frac{a^2}{2}\ln\frac a{a_0}+\frac{a_0^2-a^2}{4}.
$$

Since $(b^2-a_0^2)/(\gamma-1)=a_0^2-a^2$, the terms without logarithms cancel. The time law is

$$
t=\frac1{v_0}\left\{z+\frac{\eta|b-a_0|}{\gamma-1}
+\frac{k}{2D}\left[\frac{b^2}{\gamma-1}\ln\frac b{a_0}
+a^2\ln\frac a{a_0}\right]\right\}. \tag{21}
$$

It is the exact integral of the quasi-steady model, valid for both shapes.

The flat limit checks the signs. Put $\delta=(a_0^2-a^2)/a_0^2$, so that $a^2=a_0^2(1-\delta)$ and $b^2=a_0^2[1+(\gamma-1)\delta]$. With $(1+w)\ln(1+w)=w+w^2/2+O(w^3)$, the square bracket in (21) becomes

$$
\frac{a_0^2}{2}\left[\delta+\frac{(\gamma-1)\delta^2}{2}
-\delta+\frac{\delta^2}{2}\right]+O(a_0^2\delta^3)
=\frac{\gamma a_0^2\delta^2}{4}+O(a_0^2\delta^3).
$$

For $a_0\gg z$, $\delta\simeq2\sigma z/a_0$, and the bracket tends to $\gamma z^2$. Likewise $|b-a_0|\to(\gamma-1)z$. Hence

$$
t_{\rm pl}=\frac1{v_0}\left[(1+\eta)z+\frac{\gamma k}{2D}z^2\right], \tag{22}
$$

which is the linear-parabolic law with $x=\gamma z$. The cancellation of the terms linear in $\delta$ also matters in computation: for very weak curvature the two logarithmic terms in (21) nearly cancel, and rounding errors grow.

An oxide present at the start requires no new law. If the initial radii are $a_i$ and $b_i$, the equivalent bare radius follows from $\gamma a_0^2=b_i^2+(\gamma-1)a_i^2$. The time to go from $a_i$ to $a$ is the difference of the two values of (21). This assumes that the initial oxide has the same transport properties as the grown oxide.

With the parameters of the first half, let all surfaces start bare and let the cylinders have $a_0=0.50\ \mu$m. After 0.10 h the consumed depths are 0.0670 $\mu$m for convex, 0.0642 $\mu$m for planar and 0.0612 $\mu$m for concave. The oxide thicknesses are 0.1398, 0.1444 and 0.1503 $\mu$m in the same order. For the convex core $a=0.4330\ \mu$m and $b=0.5728\ \mu$m, and the terms in the braces of (21) are

$$
0.0670+0.0006+0.0436=0.1111\ \mu{\rm m},
$$

where the sum uses the unrounded terms. Division by $v_0=1.111\ \mu$m/h returns 0.10 h. Relative to the planar surface, the convex core has lost 4.4% more depth but carries 3.2% less oxide thickness. The hole wall has lost 4.6% less depth but carries 4.1% more thickness.

The thickness order agrees with the rate analysis. During this run $y$ for the convex core rises from zero to $0.1398/0.4330=0.32$, which is below $y^*$, and $\eta=0.01$ is below $\gamma-1$. At each thickness passed, the convex rate was therefore below the planar rate, and the concave rate was above it. A thinner oxide on a convex core at equal time is thus not by itself evidence of stress. Under these conditions, a smaller consumed depth than on a flat surface would contradict the stress-free model, provided both surfaces have the same $k$. On a real crystal the wall of a pillar and the flat reference may expose faces with different reaction constants.

The law also describes how growth ends. A convex core vanishes when $a=0$ and $b=\sqrt\gamma\,a_0$. Since $a^2\ln a\to0$, (21) gives a finite time,

$$
t_{\rm core}=\frac1{v_0}\left[a_0+\frac{\eta a_0(\sqrt\gamma-1)}{\gamma-1}
+\frac{k\gamma a_0^2\ln\gamma}{4D(\gamma-1)}\right]. \tag{23}
$$

For the example this is

$$
t_{\rm core}=\frac{0.500+0.002+0.912}{1.111}\ {\rm h}=1.27\ {\rm h}.
$$

A planar surface needs 2.99 h to lose the same depth of 0.50 $\mu$m. As the core shrinks, both transport terms in (16) tend to zero and $v$ tends to the reaction-limited speed $v_0$, which is slightly above the initial bare-surface value $v_0/(1+\eta)$. The speed first falls as the oxide thickens, and the convergence of the flux outweighs the thickness only late in the process. The approach to $v_0$ is slow: at $a=0.01\ \mu$m and $b=0.75\ \mu$m the diffusion term is still $0.1\ln75=0.43$, and $v=0.70\,v_0$. A core that stops oxidizing at a finite radius therefore cannot be explained by this model with constant coefficients; some further physics is needed, of which stress-dependent transport or reaction is one candidate.

A hole closes when $b=0$, at the interface radius $a_c=a_0\sqrt{\gamma/(\gamma-1)}$. The term $b^2\ln b$ vanishes, and

$$
t_{\rm close}=\frac1{v_0}\left[a_c-a_0+\frac{\eta a_0}{\gamma-1}
+\frac{ka_c^2}{2D}\ln\frac{a_c}{a_0}\right]. \tag{24}
$$

Here $a_c=0.671\ \mu$m and

$$
t_{\rm close}=\frac{0.171+0.004+0.661}{1.111}\ {\rm h}=0.75\ {\rm h}.
$$

The interface speed tends to zero at closure, because the supplying perimeter disappears, yet the closure time remains finite. In the last moments the steady profile is not reliable, since oxidant already dissolved continues to react while the supply through the surface vanishes. The formula also assumes that gas reaches the whole length of the hole until it closes.

The quasi-steady reduction was tested against moving-boundary calculations that keep storage, oxide flow and the carry-off of dissolved oxidant. They began with a thin oxide and its steady profile, so they do not test the first transient on a bare surface. They also end well before the core is consumed or the hole closes. The time error is the difference between the elapsed time and the time which (21) assigns to the same growth, relative to the elapsed time. At $C^*/N=0.001$ it is 0.027% for the convex core and 0.026% for the hole. At $C^*/N=0.01$, with the duration shortened to give comparable growth, it is 0.27% and 0.26%. The error is positive in all four cases, so over these runs the full problem grows slightly more slowly, and its nearly tenfold change agrees with a correction of first order in $C^*/N$. The numerical output lists these values with the rates and times used above.

In this example the neglected dissolved oxidant is thus far less important than the curvature effects of several per cent. The more serious limits lie in the assumed constants. Crystal facets make $k$ depend on direction, a noncircular contour removes the radial symmetry, and a very thin oxide may not follow a law with constant $D$ and $k$. When stress is added to a simulation of a long circular pillar or hole, its effect on crystal consumption should be measured from (16), and its effect on thickness from the same speed multiplied by $1+(\gamma-1)a/b$. A rounded trench corner is only an arc joined to flat walls, and oxidant diffuses along the oxide between the two. There (16) applies near the middle of the arc only when the arc is long compared with the oxide thickness. Toward the ends of the arc the curvature effect on the speed falls to roughly half the cylinder value, so the stress-free reference for a corner has to be computed for the actual contour. The planar rate can serve as the reference for both quantities when $|y|$ is small enough for the curvature corrections to be neglected. At larger $|y|$ the two must be judged separately. If both transport terms in (16) and their planar counterparts are much smaller than one, the interface speed stays close to its planar value, but the thickness rate still differs from the planar rate by approximately the factor $G$.

## Numbers as computed

```
diffusivity D = 250 um^2/h
reaction constant k = 2500 um/h
surface transfer constant h = 250000 um/h
C*/N = 0.0010 (no unit)
volume ratio gamma = 2.25 (no unit)
length D/k = 0.100 um
bare-surface speed scale k C*/(gamma N) = 1.11111 um/h
planar parabolic constant 2DC*/N = 0.5000 um^2/h
planar linear constant = 2.47525 um/h
equal-thickness case: a = 0.50 um, x = 0.10 um
s = 1.000, eta = 0.010 (no unit)
convex: C(a)/C* = 0.52085 (no unit)
convex: interface speed = 0.57872 um/h
convex: thickness rate = 1.18156 um/h
planar: C(a)/C* = 0.49751 (no unit)
planar: interface speed = 0.55279 um/h
planar: thickness rate = 1.24378 um/h
concave: C(a)/C* = 0.46988 (no unit)
concave: interface speed = 0.52209 um/h
concave: thickness rate = 1.33784 um/h
first-order speed coefficient = 0.25373 (no unit)
first-order thickness coefficient = -0.30182 (no unit)
critical eta at this s = 1.3750 (no unit)
convex reversal curvature y* = 0.39735 (no unit)
critical s at y=1, eta=0: 9.5538 (no unit)
equal-time case: a0 = 0.50 um, t = 0.10 h
convex: consumed depth = 0.06696 um
convex: oxide thickness = 0.13975 um
planar: consumed depth = 0.06416 um
planar: oxide thickness = 0.14436 um
concave: consumed depth = 0.06118 um
concave: oxide thickness = 0.15026 um
convex core consumption time = 1.2729 h
planar time for depth a0 = 2.9857 h
concave hole closure time = 0.7525 h
interface radius at hole closure = 0.67082 um
convex: quasi-steady time error at C*/N=0.010: 0.2719 percent
convex: quasi-steady time error at C*/N=0.001: 0.0274 percent
concave: quasi-steady time error at C*/N=0.010: 0.2584 percent
concave: quasi-steady time error at C*/N=0.001: 0.0261 percent
```
